# The Rytova-Keldysh interaction from a thin slab and a polarizable sheet: a program that tests the result

```python
"""
Result under test: a dielectric slab (thickness d, constant eps) in vacuum,
taken to d -> 0 at fixed r0 = (eps - 1) d / 2, gives the interaction
    W(q) = 2 pi / [q (1 + r0 q)]
    W(r) = pi / (2 r0) * [H0(r/r0) - Y0(r/r0)]
between unit charges in the slab (Gaussian form, e^2 = 1).
q: in-plane wavevector; r: in-plane distance; z, zs: heights of field point
and source, measured from the midplane; H0: Struve, Y0: Neumann function.
The "kernel" is q W(q) / (2 pi), equal to 1 for the bare interaction.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.special import j0, jn_zeros, struve, y0


def slab_kernel(q, z, zs, eps, d):
    """Closed formula for the slab of finite thickness."""
    low, high = min(z, zs), max(z, zs)
    a, b, x = q * (d / 2 + low), q * (d / 2 - high), q * d
    u_low = np.cosh(a) + np.sinh(a) / eps
    u_high = np.cosh(b) + np.sinh(b) / eps
    return 2 * u_low * u_high / (
        2 * np.cosh(x) + (eps + 1 / eps) * np.sinh(x))


def poisson_kernel(q, z, zs, eps_par, eps_perp, cells=400):
    """Finite-volume Poisson solution for a slab of unit thickness.
    The grid covers -1 < z < 1; its ends match to decaying vacuum waves."""
    h = 1.0 / cells
    mid = -1 + h * (np.arange(2 * cells) + 0.5)
    inside = np.abs(mid) < 0.5
    link = np.where(inside, eps_perp, 1.0) / h
    mass = np.where(inside, eps_par, 1.0) * q**2 * h / 2
    diag = np.zeros(2 * cells + 1)
    diag[:-1] += link + mass
    diag[1:] += link + mass
    diag[0] += q
    diag[-1] += q
    bands = np.zeros((3, diag.size))
    bands[0, 1:] = -link
    bands[1] = diag
    bands[2, :-1] = -link
    rhs = np.zeros(diag.size)
    rhs[int(round((zs + 1) / h))] = 2 * q
    return solve_banded((1, 1), bands, rhs)[int(round((z + 1) / h))]


def shape(s):
    """r0 W(r) at s = r / r0, Struve-Neumann form."""
    return np.pi / 2 * (struve(0, s) - y0(s))


def shape_hankel(s):
    """r0 W(r) from the Bessel integral over wavevectors, summed between
    zeros of J0 with repeated averaging of the alternating partial sums."""
    edges = np.concatenate(([0.0], jn_zeros(0, 40)))
    parts = [quad(lambda y: j0(y) / (s + y), lo, hi,
                  epsabs=1e-13, epsrel=1e-12)[0]
             for lo, hi in zip(edges[:-1], edges[1:])]
    sums = np.cumsum(parts)
    while sums.size > 1:
        sums = (sums[1:] + sums[:-1]) / 2
    return sums[0]


def shape_exponential(s):
    """r0 W(r) from the exponential line of image charge."""
    def f(v):
        return np.exp(-s * v) / np.sqrt(1 + v * v)
    cut = 40.0 / s
    points = [0.0, min(1.0, cut / 4), cut / 4, cut]
    return sum(quad(f, lo, hi, epsabs=1e-14, epsrel=1e-13, limit=200)[0]
               for lo, hi in zip(points[:-1], points[1:]) if hi > lo)


def image_ladder(eps):
    rho = (eps - 1) / (eps + 1)
    n = np.arange(1, int(40 / -np.log(rho)) + 2)
    return n, rho**n


def slab_real_space(r, eps, d):
    """Midplane interaction from the explicit sum over image charges."""
    n, charge = image_ladder(eps)
    return (1 / r + 2 * np.sum(charge / np.hypot(r, n * d))) / eps


def rk_real_space(r, length):
    return shape(r / length) / length


# Slab formula against the numerical Poisson solution.
pairs = [(0.0, 0.0), (-0.3, 0.2), (0.5, -0.5), (0.4, 0.4)]
worst_poisson = 0.0
for eps_test in (3.0, 15.0):
    for q in (0.3, 1.0, 3.0):
        for z, zs in pairs:
            ref = poisson_kernel(q, z, zs, eps_test, eps_test)
            err = abs(slab_kernel(q, z, zs, eps_test, 1.0) / ref - 1)
            worst_poisson = max(worst_poisson, err)
assert worst_poisson < 2e-4  # second-order grid error

# Slab formula against the image-charge ladder at the midplane.
for q in (0.1, 1.0, 4.0):
    n, charge = image_ladder(15.0)
    ladder = (1 + 2 * np.sum(charge * np.exp(-n * q))) / 15.0
    assert abs(slab_kernel(q, 0, 0, 15.0, 1.0) / ladder - 1) < 1e-10

# Thin limit at fixed r0 = 1, with its leading error, for any heights.
for q in (0.2, 1.0, 5.0):
    for z, zs in pairs:
        d = 1e-4
        k = slab_kernel(q, z * d, zs * d, 1 + 2 / d, d)
        slope = (k * (1 + q) - 1) / d
        assert abs(slope + q / (2 * (1 + q))) < 1e-2

# The length eps d / 2 leaves only a second-order error.
errors = []
for d in (1e-2, 1e-3):
    eps_d = 1 + 2 / d
    k = slab_kernel(1.0, 0, 0, eps_d, d)
    errors.append(k * (1 + eps_d * d / 2) - 1)
assert 90 < errors[0] / errors[1] < 110

# At fixed eps the thin limit is the bare interaction.
assert abs(slab_kernel(1.0, 0, 0, 15.0, 1e-6) - 1) < 1e-4


# Small-q screening length at fixed eps, from the Poisson solution.
def small_q_length(z, zs, eps_par, eps_perp):
    q = 1e-3
    return (1 / poisson_kernel(q, z, zs, eps_par, eps_perp) - 1) / q


for z, zs in pairs:
    expected = (15 - 1 / 15) / 2 + abs(z - zs) / 15
    assert abs(small_q_length(z, zs, 15.0, 15.0) - expected) < 1e-2
in_plane_only = small_q_length(0.0, 0.0, 15.0, 1.0)
assert abs(in_plane_only - (15 - 1) / 2) < 1e-2

# Struve-Neumann form against two direct integrations.
worst_real = 0.0
for s in (0.2, 1.0, 3.0, 10.0):
    for direct in (shape_hankel(s), shape_exponential(s)):
        worst_real = max(worst_real, abs(shape(s) / direct - 1))
assert worst_real < 1e-8

# Differential equation F'' + F'/s + F = 1/s for the integral itself.
for s in (1.0, 2.0):
    h = 1e-3
    fm, f0, fp = (shape_exponential(s + k * h) for k in (-1, 0, 1))
    left = (fp - 2 * f0 + fm) / h**2 + (fp - fm) / (2 * h * s) + f0
    assert abs(left - 1 / s) < 1e-5

# Logarithm at short distance, Coulomb tail with its first correction.
s = 1e-3
log_form = np.log(2 / s) - np.euler_gamma
assert abs(shape_exponential(s) - log_form - s) < 5e-6
s = 50.0
assert abs(shape_exponential(s) * s - (1 - 1 / s**2)) < 5e-6

# Real-space image sum tends to the Struve-Neumann form, error linear in d.
gaps = [slab_real_space(1.0, 1 + 2 / d, d) - shape(1.0)
        for d in (1e-2, 1e-3)]
assert abs(gaps[1]) < 1e-3 and 9 < gaps[0] / gaps[1] < 11

# Worked example with round model parameters; lengths in angstrom.
eps, d = 15.0, 6.0
e2 = sc.e / (4 * np.pi * sc.epsilon_0) * 1e10
bohr = sc.physical_constants["Bohr radius"][0] * 1e10
hartree = sc.physical_constants["Hartree energy in eV"][0]
r0 = (eps - 1) * d / 2
r_alt = eps * d / 2
print(f"dielectric constant eps = {eps:.1f}")
print(f"thickness d = {d:.1f} angstrom")
print(f"e^2/(4 pi eps0) = {e2:.4f} eV angstrom")
print(f"r0 = (eps-1)d/2 = {r0:.2f} angstrom = {r0 / bohr:.2f} bohr")
print(f"eps d/2 = {r_alt:.2f} angstrom")
print(f"small-q length, midplane = {(eps - 1 / eps) * d / 2:.2f} angstrom")
print(f"same, in-plane polarization only (Poisson solution) = "
      f"{in_plane_only * d:.2f} angstrom")
print("effective dielectric function (no unit), q in 1/angstrom")
print("q | slab midplane | 1+r0 q | 1+(eps d/2)q")
for q in (0.005, 1 / r0, 0.1, 0.5):
    print(f"{q:.4f} | {1 / slab_kernel(q, 0, 0, eps, d):.3f} | "
          f"{1 + r0 * q:.3f} | {1 + r_alt * q:.3f}")
print("interaction W(r) in eV, r in angstrom")
print("r | slab midplane | RK with r0 | RK with eps d/2 | bare")
for r in (2.0, 10.0, 20.0, r0, 100.0, 400.0):
    w_slab = e2 * slab_real_space(r, eps, d)
    w_rk = e2 * rk_real_space(r, r0)
    w_alt = e2 * rk_real_space(r, r_alt)
    print(f"{r:.0f} | {w_slab:.5f} | {w_rk:.5f} | {w_alt:.5f} | "
          f"{e2 / r:.5f}")
    if r >= 10:
        assert abs(w_alt - w_slab) < abs(w_rk - w_slab)
print("deviation of RK with r0 from slab, percent")
for r in (2.0, 10.0, 20.0, r0, 100.0, 400.0):
    ratio = rk_real_space(r, r0) / slab_real_space(r, eps, d)
    print(f"r = {r:.0f} angstrom: {100 * (ratio - 1):+.2f} %")
for r in (2.0, 10.0):
    w_log = e2 / r0 * (np.log(2 * r0 / r) - np.euler_gamma)
    print(f"logarithmic form at r = {r:.0f} angstrom: {w_log:.5f} eV")
w_tail = e2 * (1 / 400.0 - r0**2 / 400.0**3)
print(f"tail form 1/r - r0^2/r^3 at r = 400 angstrom: {w_tail:.5f} eV")
r_close = 0.1
w_close = e2 * slab_real_space(r_close, eps, d)
w_bulk = e2 / (eps * r_close)
assert abs(w_close / w_bulk - 1) < 0.1
print(f"slab at r = {r_close:.1f} angstrom: {w_close:.3f} eV; "
      f"bulk form e^2/(eps r): {w_bulk:.3f} eV")
w_main = e2 * rk_real_space(r0, r0)
print(f"RK at r = r0: {w_main:.5f} eV = {w_main / hartree:.6f} hartree")
print(f"shape function F(1) = {shape(1.0):.5f} (no unit)")
print(f"largest relative error, slab formula vs Poisson: "
      f"{worst_poisson:.1e}")
print(f"largest relative error, Struve-Neumann vs integrals: "
      f"{worst_real:.1e}")
print("checks complete")
```

Printed output:

```
dielectric constant eps = 15.0
thickness d = 6.0 angstrom
e^2/(4 pi eps0) = 14.3996 eV angstrom
r0 = (eps-1)d/2 = 42.00 angstrom = 79.37 bohr
eps d/2 = 45.00 angstrom
small-q length, midplane = 44.80 angstrom
same, in-plane polarization only (Poisson solution) = 41.98 angstrom
effective dielectric function (no unit), q in 1/angstrom
q | slab midplane | 1+r0 q | 1+(eps d/2)q
0.0050 | 1.224 | 1.210 | 1.225
0.0238 | 2.060 | 2.000 | 2.071
0.1000 | 5.267 | 5.200 | 5.500
0.5000 | 13.748 | 22.000 | 23.500
interaction W(r) in eV, r in angstrom
r | slab midplane | RK with r0 | RK with eps d/2 | bare
2 | 1.12859 | 1.09907 | 1.04695 | 7.19982
10 | 0.58059 | 0.60054 | 0.57880 | 1.43996
20 | 0.40646 | 0.41784 | 0.40573 | 0.71998
42 | 0.25380 | 0.25872 | 0.25355 | 0.34285
100 | 0.12904 | 0.13027 | 0.12899 | 0.14400
400 | 0.03559 | 0.03563 | 0.03558 | 0.03600
deviation of RK with r0 from slab, percent
r = 2 angstrom: -2.62 %
r = 10 angstrom: +3.44 %
r = 20 angstrom: +2.80 %
r = 42 angstrom: +1.94 %
r = 100 angstrom: +0.95 %
r = 400 angstrom: +0.13 %
logarithmic form at r = 2 angstrom: 1.08356 eV
logarithmic form at r = 10 angstrom: 0.53176 eV
tail form 1/r - r0^2/r^3 at r = 400 angstrom: 0.03560 eV
slab at r = 0.1 angstrom: 10.265 eV; bulk form e^2/(eps r): 9.600 eV
RK at r = r0: 0.25872 eV = 0.009508 hartree
shape function F(1) = 0.75461 (no unit)
largest relative error, slab formula vs Poisson: 6.7e-06
largest relative error, Struve-Neumann vs integrals: 7.3e-15
checks complete
```
